# Light in-plane mass of heavy holes in thin (001) germanium films: verification in Python

```python
# Result under test: for a (001) film the diagonal Luttinger Hamiltonian gives
#   heavy hole: m0/m_z = g1-2*g2, m0/m_inplane = g1+g2
#   light hole: m0/m_z = g1+2*g2, m0/m_inplane = g1-g2
# and band mixing changes the true subband-edge masses by a sum free of thickness.
# g1,g2,g3: Luttinger parameters; hole energy is positive upward; z = film normal.
# Film matrices use length L (thickness) and energy hbar^2/(2 m0 L^2).
import numpy as np
from scipy import constants as const

g1, g2, g3 = 13.4, 4.2, 5.7       # rough germanium values
split_off = 290.0                 # meV, rough
L = 8.0                           # nm
barrier, oxide_mass = 3000.0, 0.5 # meV and m0, rough high-k oxide
eps_r, temperature = 16.0, 300.0
c = const.hbar**2 / (2 * const.m_e * const.e) * 1e21   # meV nm^2
unit = c / L**2                                         # meV

# Angular momentum 3/2, and p orbitals (X,Y,Z) times spin 1/2
raising = np.diag([np.sqrt(3), 2, np.sqrt(3)], 1).astype(complex)
J4 = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
      np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]
Lorb = [np.zeros((3, 3), complex) for _ in range(3)]
for a, b, d in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    Lorb[a][b, d], Lorb[a][d, b] = -1j, 1j
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
J6 = [np.kron(Lorb[i], np.eye(2)) + np.kron(np.eye(3), pauli[i]) / 2
      for i in range(3)]
L_dot_sigma = sum(np.kron(Lorb[i], pauli[i]) for i in range(3))
P32 = (2 * np.eye(6) + L_dot_sigma) / 3    # projector on J = 3/2


def luttinger(k, J):
    H = (g1 + 2.5 * g2) * np.dot(k, k) * np.eye(len(J[0]), dtype=complex)
    for i in range(3):
        H -= 2 * g2 * k[i]**2 * J[i] @ J[i]
        for j in range(i):
            H -= 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def H4(x, y, z):
    return luttinger(np.array([x, y, z], float), J4)


def H6(x, y, z):
    """Orbital form: own-axis, transverse and mixed coefficients."""
    k = np.array([x, y, z], float)
    own, across, mixed = g1 + 4 * g2, g1 - 2 * g2, 6 * g3
    H = mixed * np.outer(k, k)
    np.fill_diagonal(H, across * np.dot(k, k) + (own - across) * k**2)
    return np.kron(H, np.eye(2)).astype(complex)


# Orbital Hamiltonian projected on J=3/2 versus angular-momentum form
for k in np.random.default_rng(3).normal(size=(5, 3)):
    assert np.allclose(P32 @ H6(*k) @ P32, P32 @ luttinger(k, J6) @ P32)

# Orbital shares and diagonal inverse masses from the explicit states
vectors = np.linalg.eigh(J6[2] + 10 * L_dot_sigma)[1]
hh_state, lh_state = vectors[:, -1], vectors[:, -2]


def shares(v):
    return np.sum(abs(v.reshape(3, 2))**2, axis=1)


def average(v, k):
    return np.vdot(v, H6(*k) @ v).real


hh_par, hh_z = average(hh_state, (1, 0, 0)), average(hh_state, (0, 0, 1))
lh_par, lh_z = average(lh_state, (1, 0, 0)), average(lh_state, (0, 0, 1))
assert np.allclose(shares(hh_state), [1/2, 1/2, 0])
assert np.allclose(shares(lh_state), [1/6, 1/6, 2/3])
assert np.allclose([hh_par, hh_z, lh_par, lh_z],
                   [g1 + g2, g1 - 2*g2, g1 - g2, g1 + 2*g2])
assert np.isclose(2 * hh_par + hh_z, 3 * g1)
assert np.isclose(2 * lh_par + lh_z, 3 * g1)

# Strain-split bulk at k_z=0: full four-band curvature at the edge
strain = 10.0 * (9/4 * np.eye(4) - J4[2] @ J4[2]) / 2
q = 0.003
bulk_curvature = (np.linalg.eigvalsh(H4(q, 0, 0) + strain)
                  - np.linalg.eigvalsh(strain)) / q**2
assert np.allclose(bulk_curvature, [g1+g2, g1+g2, g1-g2, g1-g2], rtol=1e-3)

# Hard-wall film in a sine basis
N = 16
n = np.arange(1, N + 1)
row, col = np.meshgrid(n, n, indexing="ij")
odd = (row + col) % 2 == 1
difference = np.where(odd, row**2 - col**2, 1)
kz = -1j * np.where(odd, 4 * row * col / difference, 0)
position = np.where(odd, -8*row*col / (np.pi**2 * difference**2), 0)
position = position + np.eye(N) / 2


def film(H, x, y, shift, slope=0.0):
    linear = (H(x, y, 1) - H(x, y, -1)) / 2
    matrix = (np.kron(np.eye(N), H(x, y, 0) + shift)
              + np.kron(np.diag((np.pi * n)**2), H(0, 0, 1))
              + np.kron(kz, linear)
              + slope * np.kron(position, np.eye(len(shift))))
    return np.linalg.eigvalsh(matrix)


def edge(H, shift, band, angle=0.0):
    """Energy and inverse in-plane mass of HH1 (band 0) or LH1 (band 1)."""
    E0 = film(H, 0, 0, shift)
    target = np.linalg.eigvalsh(H(0, 0, np.pi) + shift)[2 * band]
    i = 2 * (np.argmin(abs(E0 - target)) // 2)
    E = film(H, q * np.cos(angle), q * np.sin(angle), shift)
    return E0[i], np.mean(E[i:i+2] - E0[i:i+2]) / q**2


no_shift = np.zeros((4, 4))
so_shift = split_off / unit * (np.eye(6) - P32)
E_h4, inv_h4 = edge(H4, no_shift, 0)
E_l4, inv_l4 = edge(H4, no_shift, 1)
E_h6, inv_h6 = edge(H6, so_shift, 0)
E_l6, inv_l6 = edge(H6, so_shift, 1)

# Perturbation sums versus full diagonalization
m = np.arange(2, 400, 2)
weight = 12 * g3**2 / np.pi**2 * (4 * m / (m**2 - 1))**2
sum_h = g1 + g2 - np.sum(weight / ((g1 + 2*g2) * m**2 - (g1 - 2*g2)))
sum_l = g1 - g2 + np.sum(weight / ((g1 + 2*g2) - (g1 - 2*g2) * m**2))
assert np.isclose(inv_h4, sum_h, rtol=1e-3)
assert np.isclose(inv_l4, sum_l, rtol=1e-3)
assert np.isclose(inv_h4, edge(H4, no_shift, 0, np.pi/4)[1], rtol=1e-3)
assert inv_h4 > g1 - g2      # HH1 stays lighter than the diagonal LH mass
assert inv_l4 > inv_h4       # but the true four-band LH1 edge is lighter still
assert abs(inv_h6 / inv_h4 - 1) < 0.05
assert inv_l6 < 0            # split-off coupling reverses the LH1 edge curvature


def grid_film(pad, outside_inverse_mass):
    """Real-space film with oxide layers; second-order edge inverse masses."""
    h = 0.025
    cells = round((L + 2 * pad) / h)
    mid = (np.arange(cells) + 0.5) * h - pad
    inside = (mid > 0) & (mid < L)

    def node(inner, outer):
        values = np.where(inside, inner, outer)
        return (values[1:] + values[:-1]) / 2

    def levels(inverse_mass):
        a = np.where(inside, inverse_mass, outside_inverse_mass)
        H = np.diag(c * (a[1:] + a[:-1]) / h**2 + node(0, barrier))
        H -= c / h**2 * (np.diag(a[1:-1], 1) + np.diag(a[1:-1], -1))
        return np.linalg.eigh(H)

    Eh, uh = levels(g1 - 2*g2)
    El, ul = levels(g1 + 2*g2)
    size = cells - 1
    derivative = (np.eye(size, k=1) - np.eye(size, k=-1)) / (2 * h)
    g = node(2 * np.sqrt(3) * g3, 0)
    S = uh.T @ ((g[:, None] + g[None, :]) / 2 * derivative) @ ul
    ih = np.sum(uh[:, 0]**2 * node(g1 + g2, outside_inverse_mass))
    il = np.sum(ul[:, 0]**2 * node(g1 - g2, outside_inverse_mass))
    ih += c * np.sum(S[0]**2 / (Eh[0] - El))
    il += c * np.sum(S[:, 0]**2 / (El[0] - Eh))
    return Eh[0], Eh[1], El[0], ih, il


hard = grid_film(0.0, 1 / oxide_mass)
assert np.isclose(hard[3], sum_h, rtol=5e-3)
assert np.isclose(hard[0], E_h4 * unit, rtol=5e-3)
soft = grid_film(2.0, 1 / oxide_mass)

# Full surface field of a one-sided gate at 1e12 holes per cm^2
field = const.e * 1e16 / (const.epsilon_0 * eps_r)       # V/m
drop = field * L * 1e-9 * 1e3                            # meV
F0 = film(H6, 0, 0, so_shift, drop / unit)
Fq = film(H6, q, 0, so_shift, drop / unit)
inv_field = np.mean(Fq[:2] - F0[:2]) / q**2

E_h2 = 4 * np.pi**2 * (g1 - 2*g2)
mix_k = abs(E_l4 - E_h2) / (2 * 2*np.sqrt(3)*g3 * 8/3) / L
kT = const.k * temperature / const.e * 1e3

print(f"Luttinger parameters g1, g2, g3: {g1}, {g2}, {g3}")
print(f"Film thickness: {L:.1f} nm; split-off energy: {split_off:.0f} meV")
print("HH orbital shares X,Y,Z:", np.round(shares(hh_state), 4))
print("LH orbital shares X,Y,Z:", np.round(shares(lh_state), 4))
print(f"p-orbital inverse mass, own axis: {g1 + 4*g2:.2f} /m0")
print(f"p-orbital inverse mass, across: {g1 - 2*g2:.2f} /m0")
print(f"HH diagonal inverse mass z, in-plane: {hh_z:.2f}, {hh_par:.2f} /m0")
print(f"LH diagonal inverse mass z, in-plane: {lh_z:.2f}, {lh_par:.2f} /m0")
print(f"HH diagonal mass z, in-plane: {1/hh_z:.4f}, {1/hh_par:.4f} m0")
print(f"LH diagonal mass z, in-plane: {1/lh_z:.4f}, {1/lh_par:.4f} m0")
print(f"Diagonal in-plane mass ratio LH/HH: {hh_par/lh_par:.3f}")
print("Strained bulk inverse masses (/m0):", np.round(bulk_curvature, 3))
print(f"Hard-wall HH1 energy: {E_h4*unit:.2f} meV")
print(f"Hard-wall HH2 energy: {E_h2*unit:.2f} meV")
print(f"Hard-wall LH1 energy, four-band: {E_l4*unit:.2f} meV")
print(f"Hard-wall LH1 energy, six-band: {E_l6*unit:.2f} meV")
print(f"HH1 mixing correction, m=2 term: "
      f"{-weight[0]/((g1+2*g2)*4-(g1-2*g2)):.3f} /m0")
print(f"HH1 mixing correction, full sum: {sum_h-g1-g2:.3f} /m0")
print(f"HH1 inverse mass, sum and matrix: {sum_h:.3f}, {inv_h4:.3f} /m0")
print(f"LH1 inverse mass, sum and matrix: {sum_l:.2f}, {inv_l4:.2f} /m0")
print(f"HH1 edge mass, four-band: {1/inv_h4:.4f} m0")
print(f"LH1 edge mass, four-band: {1/inv_l4:.5f} m0")
print(f"k where LH1-HH2 coupling is half their gap: {mix_k:.4f} 1/nm")
print(f"HH1 edge mass, six-band: {1/inv_h6:.4f} m0")
print(f"LH1 edge mass, six-band: {1/inv_l6:.5f} m0")
print(f"Oxide barrier: {barrier:.0f} meV; oxide mass: {oxide_mass:.2f} m0")
print(f"Soft-wall HH1, HH2, LH1: {soft[0]:.2f}, {soft[1]:.2f}, "
      f"{soft[2]:.2f} meV")
print(f"Soft-wall HH1 edge mass, four-band: {1/soft[3]:.4f} m0")
print(f"Soft-wall LH1 edge mass, four-band: {1/soft[4]:.5f} m0")
print(f"Relative permittivity of film: {eps_r:.0f}")
print(f"Surface field at 1e12 cm^-2: {field*1e-8:.3f} MV/cm")
print(f"Potential energy drop across film: {drop:.1f} meV")
print(f"HH1 edge mass with this field, six-band: {1/inv_field:.4f} m0")
print(f"Thermal energy at {temperature:.0f} K: {kT:.2f} meV")
for density in (1e12, 5e12):
    kF = np.sqrt(2 * np.pi * density * 1e-14)            # 1/nm
    results = []
    for angle in (0, np.pi/4):
        x, y = kF*L*np.cos(angle), kF*L*np.sin(angle)
        rise = film(H6, x, y, so_shift)[0] - E_h6
        results.append((rise * unit, (kF*L)**2 / rise))
    print(f"Density {density:.0e} cm^-2: circular kF = {kF:.4f} 1/nm")
    print(f"  parabolic HH1 rise at kF: {c*kF**2*inv_h6:.1f} meV")
    print(f"  six-band rise [100], [110]: {results[0][0]:.1f}, "
          f"{results[1][0]:.1f} meV")
    print(f"  secant mass [100], [110]: {results[0][1]:.4f}, "
          f"{results[1][1]:.4f} m0")
print("PASS")
```

Running it gives:

```
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7
Film thickness: 8.0 nm; split-off energy: 290 meV
HH orbital shares X,Y,Z: [0.5 0.5 0. ]
LH orbital shares X,Y,Z: [0.1667 0.1667 0.6667]
p-orbital inverse mass, own axis: 30.20 /m0
p-orbital inverse mass, across: 5.00 /m0
HH diagonal inverse mass z, in-plane: 5.00, 17.60 /m0
LH diagonal inverse mass z, in-plane: 21.80, 9.20 /m0
HH diagonal mass z, in-plane: 0.2000, 0.0568 m0
LH diagonal mass z, in-plane: 0.0459, 0.1087 m0
Diagonal in-plane mass ratio LH/HH: 1.913
Strained bulk inverse masses (/m0): [17.6 17.6  9.2  9.2]
Hard-wall HH1 energy: 29.38 meV
Hard-wall HH2 energy: 117.51 meV
Hard-wall LH1 energy, four-band: 128.09 meV
Hard-wall LH1 energy, six-band: 109.31 meV
HH1 mixing correction, m=2 term: -3.417 /m0
HH1 mixing correction, full sum: -3.586 /m0
HH1 inverse mass, sum and matrix: 14.014, 14.015 /m0
LH1 inverse mass, sum and matrix: 164.31, 164.30 /m0
HH1 edge mass, four-band: 0.0714 m0
LH1 edge mass, four-band: 0.00609 m0
k where LH1-HH2 coupling is half their gap: 0.0211 1/nm
HH1 edge mass, six-band: 0.0717 m0
LH1 edge mass, six-band: -0.00854 m0
Oxide barrier: 3000 meV; oxide mass: 0.50 m0
Soft-wall HH1, HH2, LH1: 24.32, 97.42, 64.69 meV
Soft-wall HH1 edge mass, four-band: 0.0911 m0
Soft-wall LH1 edge mass, four-band: -0.10518 m0
Relative permittivity of film: 16
Surface field at 1e12 cm^-2: 0.113 MV/cm
Potential energy drop across film: 90.5 meV
HH1 edge mass with this field, six-band: 0.0733 m0
Thermal energy at 300 K: 25.85 meV
Density 1e+12 cm^-2: circular kF = 0.2507 1/nm
  parabolic HH1 rise at kF: 33.4 meV
  six-band rise [100], [110]: 25.3, 20.2 meV
  secant mass [100], [110]: 0.0948, 0.1184 m0
Density 5e+12 cm^-2: circular kF = 0.5605 1/nm
  parabolic HH1 rise at kF: 166.8 meV
  six-band rise [100], [110]: 42.3, 25.7 meV
  secant mass [100], [110]: 0.2828, 0.4666 m0
PASS
```
